Surface energies of fcc metals from bond counting and band energy

**Problem**

A crystal with the face-centred cubic (fcc) structure is cut in two along a (111), (100) or (110) plane. No atom moves after the cut. The surface energy γ is the energy spent per unit area of new surface. Since a cut makes two surfaces, γ is half the energy spent per unit area of the cut.

The lattice constant is a and the cohesive energy is E_c per atom, measured from free atoms. Each bulk atom has Z = 12 nearest neighbours, and more distant neighbours are ignored. Two models are to be compared at the same a and E_c:

- Bond counting: every nearest-neighbour bond has the same energy.
- Band energy: the energy of atom i is proportional to −√Z_i, where Z_i is its own coordination.

(a) Find γ for the three faces in both models, including every layer that has lost neighbours.

(b) Find what happens to the order of the faces if only the top layer is counted.

(c) Evaluate the results for a = 0.38 nm and E_c = 6.0 eV. These round values lie roughly in the regime of rhodium, an fcc metal considered for narrow interconnects. Its partly filled d band gives the second model a physical basis.

**First estimate by scaling**

A surface energy must be E_c times the fraction of cohesion lost per surface atom, divided by the area of that atom. An atom in a flat surface loses the neighbours above it and keeps those beside and below it. The lost fraction therefore lies between zero and one half, and 1/4 is a reasonable guess. The area is of order a²/2, because a cube face of area a² contains two atoms. Bond counting then gives

γ ≈ (E_c/4)/(a²/2) = E_c/(2a²).

In the band model, losing a small fraction x of the neighbours costs

1 − √(1 − x) ≈ x/2

of the cohesive energy, half of the bond-counting cost. Hence

γ ≈ E_c/(4a²).

The energy scale of the example is

E_c/a² = 6.0 eV/(0.38 nm)² = 41.55 eV/nm²,

so the estimates are about 21 and 10 eV/nm². They cannot distinguish the faces. For that, the neighbours must be counted.

**Geometry of the three faces**

The twelve neighbour vectors are

(a/2)(±1, ±1, 0), (a/2)(±1, 0, ±1), (a/2)(0, ±1, ±1).

Let n be the unit normal pointing out of the crystal. A neighbour at R lies higher than its atom by R·n. It is missing if this height carries it above the top layer.

For (111), three vectors point outward: (a/2)(1,1,0), (a/2)(1,0,1) and (a/2)(0,1,1). Each has height

R·n = (a/2)(2/√3) = a/√3,

which is one layer spacing. A top atom loses 3 neighbours and has Z = 9. A second-layer atom loses none.

For (100), four vectors point outward: (a/2)(1,±1,0) and (a/2)(1,0,±1). Their height is a/2, again one layer spacing. The top layer has Z = 8 and the second is complete.

For (110), the outward vectors are of two kinds. The four vectors (a/2)(1,0,±1) and (a/2)(0,1,±1) have height

(a/2)(1/√2) = a/(2√2),

which is one layer spacing. The vector (a/2)(1,1,0) has height

(a/2)(2/√2) = a/√2,

which is two layer spacings. A top atom loses all five, so Z = 7. A second-layer atom keeps the first four, which end in the top layer, but loses the fifth, so Z = 11. The third layer is complete.

The area per atom of one layer, A, follows from the pattern in the plane. In (111) it is a triangular lattice of side a/√2, in (100) a square lattice of the same side, and in (110) a rectangle with sides a and a/√2:

A111 = (√3/2)(a²/2) = √3a²/4,

A100 = a²/2,

A110 = a²/√2.

Each area times its layer spacing gives a³/4, the volume per atom, as it must.

**Bond counting**

Let w be the energy needed to break one bond. Each bond belongs to two atoms, so a bulk atom owns 12/2 = 6 bonds:

E_c = 6w, w = E_c/6.

In the example w = 1.0 eV. An atom with Z_i neighbours has energy −wZ_i/2. Relative to the bulk, the surface costs

γA = (w/2) Σ(12 − Z_i) = E_c Σ(1 − Z_i/12),

where the sum takes one atom from each layer of one surface. The factor 1/2 also shares each cut bond between the two new surfaces. The sums are 3/12, 4/12 and 5/12 + 1/12, so

γ111 = (1/4)E_c/(√3a²/4) = E_c/(√3a²) = 0.577 E_c/a²,

γ100 = (1/3)E_c/(a²/2) = (2/3)E_c/a² = 0.667 E_c/a²,

γ110 = (1/2)E_c/(a²/√2) = E_c/(√2a²) = 0.707 E_c/a².

The (110) result can be confirmed without speaking of layers. There are 4/a³ atoms per volume. A bond R with R·n > 0 crosses a given plane if its lower atom lies within a depth R·n, so (4/a³)R·n such bonds cross unit area. For (110),

Σ R·n = 4a/(2√2) + a/√2 = 3a/√2.

Multiplying by 4/a³, by w = E_c/6, and by 1/2 for the two surfaces gives

γ110 = (1/2)(E_c/6)(4/a³)(3a/√2) = E_c/(√2a²),

as before. The bond along the normal spans two layer spacings, so two bonds of this kind cross the plane per surface cell. One starts in the top layer and the other in the second. Leaving out the second layer loses a bond that is really cut.

**Why the band energy goes as √Z**

The band model rests on the width of the local density of states, which tells how the electron states on one atom are spread in energy. Measure energies from the atomic level and let H contain only hopping between neighbours. For one orbital per atom, the mean square energy on atom i is

μ2 = (H²)_ii = Σ_j H_ij H_ji = Σ_j |H_ij|² = Z_i h²,

because an electron must hop to a neighbour and back, and all bonds have the same hopping strength h.

With five d orbitals, H_ij is a 5 × 5 block. The sum of its squared elements does not depend on the bond direction, since rotating the bond only applies a unitary transformation to the d orbitals. The mean square energy averaged over the five orbitals is therefore again proportional to Z_i.

Now assume that the density of states D_i(E) has the same shape on every atom and differs only in its centre ε_i and its width s_i = √μ2:

D_i(E) = (1/s_i) g((E − ε_i)/s_i).

Here g(u) has zero mean and holds ten electrons, spin included. Assume also that each atom keeps its number N of d electrons. With u = (E − ε_i)/s_i and Fermi energy E_F,

N = ∫ g(u) du, from −∞ to u_F = (E_F − ε_i)/s_i.

Since N and g are the same everywhere, so is u_F. The Fermi energy is common to the crystal, so the level ε_i at the surface must shift to keep the atom neutral. This shift does not count as cohesion: for a neutral atom, the potential acts equally and oppositely on the electrons and on the compensating core charge. The band energy is therefore measured from ε_i:

E_i = ∫ (E − ε_i)D_i(E) dE = s_i ∫ u g(u) du = −C s_i,

with the last integral taken up to u_F. The constant C is positive for a partly filled band. If u_F < 0, every contributing u is negative. If u_F > 0, zero mean lets the integral be written as minus the integral of u g(u) over the empty states, which is negative too. For a full or empty band C = 0. The argument therefore suits rhodium better than copper, whose d band is nearly full.

Since s_i ∝ √Z_i, and a bulk atom must have energy −E_c,

E_i = −E_c √(Z_i/12).

This assigns all cohesion to the band and gives a free atom zero energy. No factor 1/2 for shared bonds appears, because the local densities of states add up to the total without double counting.

**Surface energies from the band model**

The cost of the surface is

γA = E_c Σ(1 − √(Z_i/12)).

For (111) the sum is 1 − √(9/12) = 0.1340, and for (100) it is 1 − √(8/12) = 0.1835. For (110) it is

(1 − √(7/12)) + (1 − √(11/12)) = 0.2362 + 0.0426 = 0.2788.

Division by the areas gives

γ111 = (4/√3)(1 − √(9/12)) E_c/a² = 0.309 E_c/a²,

γ100 = 2(1 − √(8/12)) E_c/a² = 0.367 E_c/a²,

γ110 = √2(2 − √(7/12) − √(11/12)) E_c/a² = 0.394 E_c/a².

Multiplying by 41.55 eV/nm², and using 1 eV/nm² = 0.1602 J/m², gives for the example, in the order (111), (100), (110):

Bond counting: 24.0, 27.7, 29.4 eV/nm², or 3.84, 4.44, 4.71 J/m².

Band energy: 12.9, 15.2, 16.4 eV/nm², or 2.06, 2.44, 2.62 J/m².

**What separates the two models**

Write z = Z/12. For one atom, the ratio of the band cost to the bond cost is

(1 − √z)/(1 − z) = (1 − √z)/[(1 − √z)(1 + √z)] = 1/(1 + √z).

It tends to 1/2 when few neighbours are lost and to 1 when all are lost. In the band model the energy per neighbour is proportional to √Z/Z = 1/√Z, so the remaining bonds grow stronger as others are removed. On (111) they are stronger than in the bulk by √(12/9) = 1.155. This partly repays the cost of the cut.

For whole faces the ratio is 0.536, 0.551 and 0.558. Among these three faces it rises towards the more open ones (this is no general rule: (311), (331) and (211) give 0.554, 0.550 and 0.549), so the relative anisotropy is slightly larger in the band model. With γ111 set to 1, the other two values are 1.155 and 1.225 for bond counting, and 1.186 and 1.274 for the band model. The absolute differences between faces are nevertheless smaller in the band model.

If only the top layer is counted, (110) falls to 0.589 E_c/a² in bond counting and to 0.334 E_c/a² in the band model. Both values lie below those of (100), 0.667 and 0.367, so the order of these two faces is reversed. The second layer supplies 16.7 % of γ110 in bond counting and 15.3 % in the band model. The share is smaller in the band model because the first neighbour lost from a complete shell is the cheapest.

**A sharper question: is a flat (110) face stable?**

A (110) surface could lower its energy by breaking into ridges whose sides are (111) and (11−1) planes. Each side is tilted from (110) by an angle θ with

cos θ = (1,1,0)·(1,1,1)/(√2√3) = 2/√6 = √(2/3).

The ridged surface has an area larger by 1/cos θ = √(3/2) = 1.225. If the energy of the ridge edges is neglected, ridges are favourable when

γ110/γ111 > √(3/2).

Bond counting gives (1/√2)/(1/√3) = √(3/2), exactly the border. The band model gives 1.274, which is 4 % above it and favours ridges. A difference of 4 % is a weak basis for a prediction, as the corrections below show.

**A second case: band energy with repulsion**

Atoms also repel at short range. Let d be the neighbour distance, d₀ its bulk equilibrium value, and x = d/d₀ − 1. A simple extension is

E_i = P Z_i exp(−px) − Q √Z_i exp(−qx),

where P and Q are positive energies and p and q are the decay constants of repulsion and hopping. In the bulk, dE/dx = 0 at x = 0 requires

12pP = √12 qQ, so 12P = r√12 Q with r = q/p.

The cohesive energy is then

E_c = √12 Q − 12P = √12 Q(1 − r).

At fixed bond length the surface loses band energy but is also relieved of some repulsion:

γA = √12 Q Σ(1 − √z) − 12P Σ(1 − z)

= E_c Σ[(1 − √z) − r(1 − z)]/(1 − r).

For r → 0 the pure band result returns. For a small loss, 1 − √z ≈ (1 − z)/2, and the cost is proportional to 1/2 − r. The model therefore fails for r above about 1/2, where a bulk atom would gain energy by losing a neighbour. For the loss of one whole neighbour out of twelve, the exact limit is r = 12(1 − √(11/12)) = 0.51.

Take p = 16 and q = 2, so r = 0.125. The curvature of the bulk energy is

d²E/dx² = E_c(rp² − q²)/(1 − r) = E_c pq,

where rp² = pq was used. The atomic volume V = a³/4 scales as (1 + x)³, so dV = 3V dx and the bulk modulus is

B = V d²E/dV² = E_c pq/(9V) = 249 GPa,

a reasonable size for a stiff metal of this kind. For (111),

γA = E_c(0.1340 − 0.125 × 0.25)/0.875 = 0.117 E_c,

and γ111 = 11.3 eV/nm². The other faces give 13.5 and 14.5 eV/nm². Relative to the pure band model, repulsion lowers the three values by 11 to 12 %. This size follows from the chosen r, which the bulk modulus does not fix, because B depends only on the product pq. With p = 9.8 and q = 3.27, B is the same but r ≈ 1/3, and the three values fall by 40 to 43 %.

**Other neglected effects**

*Relaxation.* In the model with repulsion, the layer spacings of a twelve-layer slab were allowed to change, with the atomic pattern within each layer fixed. The first spacing shrinks by 0.9, 1.7 and 3.8 % for (111), (100) and (110). The surface energy falls by less than 1 % of its unrelaxed value on each face, so for p = 16 and q = 2 the unrelaxed geometry is a good approximation for energies. The effect grows with r: for p = 9.8 and q = 3.27 the first (110) spacing shrinks by 11 % and γ110 falls by about 6 %.

*Temperature.* Surface atoms are held by fewer bonds and vibrate more slowly, which lowers the free energy. Treat each atom as a classical oscillator held by equal central springs. Its stiffness matrix is proportional to the sum of R̂R̂ᵀ over its neighbours, where R̂ is the unit bond vector. This sum is 4 along every axis in the bulk. On (111), three bonds are missing, each with squared normal component 2/3. This leaves 4 − 3(2/3) = 2 along the normal and 4 − 3(1/3)/2 = 3.5 along each in-plane axis. At 400 K, kT = 0.03447 eV, and the free energy changes by

(kT/2) ln(2 × 3.5²/4³) = −0.0165 eV per surface atom.

Division by 0.0625 nm² gives −0.26 eV/nm², about 2 % of γ111 in the band model. With equal springs the other faces also change by about 2 %. Equal springs overstate the effect, because the relaxed surface bonds are stiffer: the on-site stiffness of the model with repulsion (p = 16, q = 2) in its relaxed geometry gives about −0.21 eV/nm² on all three faces, 1.3 to 1.6 % of the band values.

*Shape of the d band.* The assumption of a fixed shape was examined with a nine-layer slab of atoms with five d orbitals and 8 d electrons each. The σ, π and δ hoppings were in the ratio −6 : 4 : −1, and each layer was kept neutral. As fractions of the bulk band energy, the losses per surface cell are 0.138, 0.187 and 0.276. These are free energies with a Fermi smearing of 0.5 in the units of the hoppings. Thicker slabs, finer k meshes and removal of the smearing move them by up to 0.005. At this filling they agree with the square-root values to within about 5 %. The agreement concerns the totals only. Layer by layer, (110) loses about 0.26 in the top layer and 0.02 in the second, against 0.236 and 0.043, so the second-layer share is about half of 15.3 % and the top layer alone is level with (100) rather than clearly below it. The agreement also rests on neutrality: without the level shifts the losses are about 0.12, 0.14 and 0.22. The ratio γ110/γ111 is 16.22/13.24 = 1.225 for this slab and ranges from 1.22 to 1.235 over those settings, so it lies near the border for ridges, on a side that is not resolved. The agreement depends on the filling: with 9 d electrons the losses are about 0.122, 0.166 and 0.266, up to 10 % below the square-root values, and the ratio is about 1.33. With repulsion but the square-root band it is 14.53/11.27 = 1.29. That value depends on the nearest-neighbour cut-off, which is poor for a hopping decay as slow as q = 2: keeping five neighbour shells, at the same a and E_c, raises the three surface energies to about 14.2, 15.1 and 16.2 eV/nm² and lowers the ratio to 1.15. Since the ratio moves this much with band shape, filling, repulsion and range, these models do not settle the stability of (110).

*Spin of the free atom.* A free atom may lower its energy by aligning spins, which the band model ignores. If this gain were 1 eV, the band would have to supply 7 eV instead of 6 eV, and each γ of the pure band model would rise by 1/6, or 17 %. This assumed correction is larger than that from repulsion at r = 0.125 and has the opposite sign.

**Estimate and solution compared**

For bond counting, the scaling estimate 0.5 E_c/a² is 13 % below the solution for (111) and 29 % below that for (110). On (111) the guessed loss of 1/4 is correct, and the whole error comes from the area, which is 0.433a² rather than 0.5a². On (110) the loss is twice the guess while the area is larger by √2, so the estimate is too small by a factor √2.

For the band model, the estimate 0.25 E_c/a² is 19 % low for (111) and 37 % low for (110). The further error comes from replacing 1 − √(1 − x) by x/2, which understates the loss. Scaling thus gives the size of γ and the halving between the models, but the order of the faces depends on the count of neighbours and areas, including the second layer of (110).

**The numbers beside a real metal**

The surface energy of rhodium is roughly 2 to 3 J/m². The values of the pure band model fall in this range, while the bond-counting values lie clearly above it. With repulsion, which the model needs to have an equilibrium bond length, they drop to 1.8 to 2.3 J/m² for r = 0.125 and to 1.2 to 1.6 J/m² for r ≈ 1/3. The agreement should not be read as an accuracy of a few per cent, since repulsion and the assumed spin energy each move the result by more than 10 %. The model also assigns to the d band the part of the cohesion that is due to s and p electrons.

In an interconnect the metal usually meets a liner or a dielectric instead of vacuum. The energy of that interface is γ_metal + γ_other − W, where W is the work of adhesion per area. An adhesion of 1 J/m², taken as an illustration, would offset nearly half of the band-model value for (111). A clean-surface energy alone therefore cannot decide whether a thin film wets its liner. The numerical output below lists the values used here.

Numbers as computed

```
lattice constant: 0.38 nm
cohesive energy: 6.0 eV/atom
bond energy: 1.000 eV
scale E_c/a^2: 41.551 eV/nm^2
Rows with three values: (111) (100) (110)
coordination by layer, (111): [9, 12, 12, 12]
coordination by layer, (100): [8, 12, 12, 12]
coordination by layer, (110): [7, 11, 12, 12]
area per cell [a^2]: 0.4330  0.5000  0.7071
area per cell [nm^2]: 0.06253  0.07220  0.10211
bond loss per cell [E_c]: 0.2500  0.3333  0.5000
root loss per cell [E_c]: 0.1340  0.1835  0.2788
bond gamma [E_c/a^2]: 0.5774  0.6667  0.7071
root gamma [E_c/a^2]: 0.3094  0.3670  0.3943
bond gamma [eV/nm^2]: 23.99  27.70  29.38
root gamma [eV/nm^2]: 12.86  15.25  16.38
bond gamma [J/m^2]: 3.84  4.44  4.71
root gamma [J/m^2]: 2.06  2.44  2.62
bond gamma / its (111) value: 1.0000  1.1547  1.2247
root gamma / its (111) value: 1.0000  1.1862  1.2744
root / bond: 0.5359  0.5505  0.5576
bond (110), top layer only: 0.5893 E_c/a^2
bond (110), top layer only: 24.48 eV/nm^2
bond (110), second-layer share: 16.7 %
root (110), top layer only: 0.3341 E_c/a^2
root (110), top layer only: 13.88 eV/nm^2
root (110), second-layer share: 15.3 %
decay constants p, q: 16, 2 (no unit)
repulsion/band ratio r: 0.125
model bulk modulus: 249 GPa
root+repulsion gamma [eV/nm^2]: 11.27  13.47  14.53
change by repulsion [%]: -12.4  -11.7  -11.3
gamma lowered by relaxation [%]: 0.23  0.45  0.74
first layer spacing change [%]: -0.89  -1.66  -3.82
temperature: 400 K, kT = 0.0345 eV
vibrational change [eV/nm^2]: -0.265  -0.303  -0.331
vibrational change / root gamma [%]: -2.1  -2.0  -2.0
d electrons per atom: 8
d slab: 9 layers, 8 x 8 k mesh
d-slab loss per cell [bulk band energy]: 0.138  0.187  0.276
d-slab loss / root loss: 1.03  1.02  0.99
d-slab gamma [eV/nm^2]: 13.24  15.58  16.22
assumed free-atom spin energy: 1.0 eV
root gamma rise from spin energy: 16.7 %
```
